# Effective mass at the band bottom of an s-orbital chain

## First half: the band and its curvature

### 1. What dimensions and symmetry fix

Consider an electron that can sit on the atoms of a straight chain, one s orbital per atom, with spacing \(a\) between neighbours. It passes from an atom to its neighbour with a hopping energy of magnitude \(t\). At the bottom of the resulting band it responds to a weak force like a particle of some mass \(m^*\). Most of the formula for \(m^*\) can be found before any equation is solved.

The model contains two energies, the orbital energy \(\varepsilon\) and the hopping \(t\), and one length, \(a\). Quantum mechanics adds \(\hbar\). The orbital energy is the same on every atom, so changing it shifts all levels together and cannot alter the motion. This leaves \(\hbar\), \(t\) and \(a\). Try

\[
m^* = C\,\hbar^{\alpha}\,t^{\beta}\,a^{\gamma},
\]

where \(C\) is a pure number. The unit of \(\hbar\) is \(\mathrm{kg\,m^2\,s^{-1}}\), that of \(t\) is \(\mathrm{kg\,m^2\,s^{-2}}\), and that of \(a\) is \(\mathrm{m}\). Matching the powers of kilogram, metre and second gives

\[
\alpha+\beta=1,\qquad 2\alpha+2\beta+\gamma=0,\qquad -\alpha-2\beta=0 .
\]

The first two equations give \(\gamma=-2\). The third gives \(\alpha=-2\beta\), and the first then becomes \(-\beta=1\). Hence \(\beta=-1\), \(\alpha=2\), and

\[
m^* = C\,\frac{\hbar^2}{t a^2}.
\]

The free-electron mass \(m_e\) does not appear, because the model does not contain it separately. Whatever influence it has on the shape of the orbitals is already included in the value of \(t\).

Symmetry adds one more fact. The chain looks the same after reflection, which turns a wave with wave number \(k\) into one with \(-k\). The energy therefore satisfies \(E(k)=E(-k)\), and a smooth \(E(k)\) has zero slope at \(k=0\). Near that point the energy begins with a term in \(k^2\), as it does for a free particle. What remains is to show that \(k=0\) is a minimum and that \(C=1/2\).

### 2. The model and its assumptions

Let \(|n\rangle\) be the s orbital on the atom at position \(na\), where \(n\) is an integer. Four assumptions define the model.

- The orbitals are orthonormal: \(\langle n|m\rangle=1\) for \(n=m\) and zero otherwise.
- The electron hops between nearest neighbours and no further.
- All atoms and all spacings are alike, and the atoms do not move.
- One electron is treated at a time, so that interactions between electrons enter at most through the values of \(\varepsilon\) and \(t\).

The matrix elements of the Hamiltonian \(H\) are

\[
\langle n|H|n\rangle=\varepsilon,\qquad
\langle n|H|n\pm1\rangle=-t,\qquad t>0,
\]

and all others vanish. The minus sign is a convention at this point: \(t\) denotes the magnitude, and the matrix element itself is taken as negative. The second half treats the opposite sign and finds the same mass.

The restriction to s orbitals has a geometrical meaning. An s orbital is spherically symmetric, so a pair of them has no orientation other than the line that joins them. If the matrix element depends on the two atoms alone, turning that line in space leaves it unchanged, and it depends on the distance between the atoms but not on the direction of the bond. A single number \(t\) then describes all bonds of equal length.

### 3. The equation for the amplitudes

Write the state of the electron as

\[
|\psi\rangle=\sum_m c_m|m\rangle ,
\]

where \(c_m\) is the amplitude for finding it on atom \(m\). Insert this into \(H|\psi\rangle=E|\psi\rangle\) and multiply from the left by \(\langle n|\). On the right, orthonormality leaves \(E c_n\). On the left,

\[
\sum_m\langle n|H|m\rangle c_m
=\varepsilon c_n-t\,c_{n+1}-t\,c_{n-1},
\]

because the terms \(m=n\), \(m=n+1\) and \(m=n-1\) are the ones with nonzero matrix elements. Therefore

\[
E c_n=\varepsilon c_n-t\,(c_{n+1}+c_{n-1}).
\]

This relation holds for every \(n\), with the same coefficients each time.

### 4. Solving it with waves

A linear relation with constant coefficients is solved by powers. Put \(c_n=z^n\) with a complex number \(z\neq0\), and divide by \(z^n\):

\[
E=\varepsilon-t\left(z+\frac1z\right).
\]

If \(|z|>1\), the amplitude grows without limit to the right; if \(|z|<1\), it grows without limit to the left. Neither describes an electron in an infinite uniform chain. So \(|z|=1\), and we may write \(z=e^{ika}\) with real \(k\). The amplitudes are

\[
c_n=e^{ikna},
\]

which is a Bloch wave. Since \(e^{ika}+e^{-ika}=2\cos ka\), its energy is

\[
E(k)=\varepsilon-2t\cos ka .
\]

Replacing \(k\) by \(k+2\pi/a\) multiplies \(c_n\) by \(e^{2\pi i n}=1\) and gives the same state. Each state is therefore counted once if \(-\pi/a<k\le\pi/a\).

The cosine lies between \(-1\) and \(1\). With \(t>0\), the lowest energy belongs to \(\cos ka=1\), which means \(k=0\), and the highest to \(\cos ka=-1\), which means \(k=\pi/a\):

\[
E_{\text{bottom}}=\varepsilon-2t,\qquad
E_{\text{top}}=\varepsilon+2t,\qquad
W=E_{\text{top}}-E_{\text{bottom}}=4t .
\]

At the bottom all amplitudes are equal, and in the amplitude equation each of the two neighbours of an atom contributes \(-t\) to the energy. At the top the amplitudes alternate in sign, and each neighbour contributes \(+t\).

### 5. From curvature to mass

A free particle of mass \(m\) has energy \(\hbar^2k^2/2m\), whose second derivative with respect to \(k\) is \(\hbar^2/m\). The effective mass is defined by the same relation, applied at the band bottom:

\[
\frac1{m^*}=\frac1{\hbar^2}\left.\frac{d^2E}{dk^2}\right|_{k=0}.
\]

Differentiate the band once. The derivative of \(\cos ka\) is \(-a\sin ka\), so

\[
\frac{dE}{dk}=2ta\sin ka ,
\]

which vanishes at \(k=0\), as symmetry requires. Differentiate again:

\[
\frac{d^2E}{dk^2}=2ta^2\cos ka .
\]

At \(k=0\) this is \(2ta^2\), a positive number, as it must be at a minimum. Hence

\[
\boxed{\,m^*=\frac{\hbar^2}{2ta^2}\,}
\]

and \(C=1/2\). Both \(t\) and \(a^2\) stand in the denominator. In terms of the band width, \(t=W/4\) gives \(m^*=2\hbar^2/(Wa^2)\): at fixed spacing, a wide band has a light electron at its bottom.

### 6. The same result in real space

The mass can also be read from the amplitude equation without using waves. Near the band bottom the amplitudes vary slowly from atom to atom, so let \(c_n=f(na)\) with a smooth function \(f(x)\). Taylor's theorem gives

\[
f(x\pm a)=f(x)\pm af'(x)+\tfrac12a^2f''(x)\pm\dots
\]

In the sum of the two neighbours the odd terms cancel:

\[
f(x+a)+f(x-a)\approx 2f(x)+a^2f''(x).
\]

Insert this in the amplitude equation and move the constant terms to the left:

\[
\left[E-(\varepsilon-2t)\right]f(x)\approx-ta^2f''(x).
\]

The bracket is the energy measured from the band bottom. A free particle of mass \(m^*\) obeys \(E_{\text{kin}}f=-(\hbar^2/2m^*)f''\). The two agree if \(\hbar^2/2m^*=ta^2\), which is the boxed result. The factor \(\tfrac12\) of the Taylor expansion matches the \(\tfrac12\) of the kinetic energy \(p^2/2m\), and the factor 2 that remains in the denominator counts the two neighbours of each atom.

This form shows what the mass measures. An amplitude that changes along the chain fails to gain the full bonding energy, and \(ta^2\) sets the cost of that change. When \(t\) is large the cost is high, which is how a light particle behaves. As \(t\to0\) the atoms decouple, the band becomes flat and the mass grows without limit.

### 7. Numbers for a model chain

Take the round parameters \(t=1.0\) eV, \(a=0.30\) nm and \(\varepsilon=1.0\) eV. They stand for no particular material. The band runs from \(1.0-2.0=-1.0\) eV to \(1.0+2.0=3.0\) eV, so its width is 4.0 eV.

For the mass it is convenient to use \(\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}\). Dividing the boxed formula by \(m_e\) gives

\[
\frac{m^*}{m_e}=\frac{\hbar^2/m_e}{2ta^2}
=\frac{0.0762}{2\times1.0\times0.090}
=\frac{0.0762}{0.180}=0.423 .
\]

In SI units this is \(3.86\times10^{-31}\) kg.

Halving the hopping to 0.50 eV at the same spacing doubles the mass to \(0.847\,m_e\). Enlarging the spacing to 0.40 nm at the same hopping multiplies it by \((0.30/0.40)^2=0.5625\) and gives \(0.238\,m_e\). The second comparison does not describe the stretching of a real chain, because there \(t\) changes with \(a\). Taking the logarithm of the boxed formula and differentiating gives

\[
\frac{d\ln m^*}{d\ln a}=-2-\frac{d\ln t}{d\ln a}.
\]

Stretching therefore makes the electron heavier if \(t\) falls faster than \(1/a^2\), and lighter if it falls more slowly.

### 8. Reading the mass from energy levels

A finite chain has discrete levels, and their spacing gives the mass in another way. Close \(N\) atoms into a ring, so that \(c_{n+N}=c_n\). A free particle on a ring of circumference \(L=Na\) has wave numbers \(2\pi j/L\) with integer \(j\). Its first excitation energy is

\[
\Delta E=\frac{\hbar^2}{2m}\left(\frac{2\pi}{L}\right)^2,
\qquad\text{so}\qquad
m=\frac{\hbar^2}{2\,\Delta E}\left(\frac{2\pi}{L}\right)^2 .
\]

For \(N=400\) the Hamiltonian is a \(400\times400\) matrix with \(\varepsilon\) on the diagonal and \(-t\) between neighbours, including the pair that closes the ring. Numerical diagonalization of this matrix gives a gap \(\Delta E\) that corresponds to \(m=0.42334\,m_e\). The formula gives \(0.42333\,m_e\).

Now cut the ring open. The first atom has no left neighbour, which amounts to setting \(c_0=0\) in the amplitude equation; likewise \(c_{N+1}=0\). The electron is in a box whose walls are a distance \(L'=(N+1)a=120.3\) nm apart. The levels of a free particle in such a box are \(\hbar^2\pi^2j^2/(2mL'^2)\) with \(j=1,2,\dots\), and the lowest two differ by \(3\hbar^2\pi^2/(2mL'^2)\). Diagonalizing the open chain and equating its lowest gap to this expression again gives \(0.42334\,m_e\).

The small excess over the formula comes from the finite wave numbers involved, since the band is a parabola only near its bottom. How far the parabola can be trusted is the first question of the second half.

## Second half: the mass as inertia, and what changes it

### 9. Symbols and results carried over

The chain has spacing \(a\), orbital energy \(\varepsilon\) and nearest-neighbour matrix element \(-t\) with \(t>0\). The orbital on atom \(n\) is \(|n\rangle\), and \(c_n\) is the amplitude on it. The amplitude equation, the band and the mass at its bottom are

\[
Ec_n=\varepsilon c_n-t(c_{n+1}+c_{n-1}),\qquad
E(k)=\varepsilon-2t\cos ka,\qquad
m^*=\frac{\hbar^2}{2ta^2}.
\]

The example has \(t=1.0\) eV, \(a=0.30\) nm and \(\varepsilon=1.0\) eV. With \(\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}\), where \(m_e\) is the free-electron mass, it gives \(m^*=0.423\,m_e\).

### 10. How far the parabola reaches

Measure the energy from the band bottom and write \(\theta=ka\). With \(\cos\theta=1-\theta^2/2+\theta^4/24-\dots\),

\[
E(k)-E(0)=2t(1-\cos\theta)
=t\theta^2\left(1-\frac{\theta^2}{12}+\dots\right).
\]

The leading term is \(ta^2k^2=\hbar^2k^2/2m^*\). The parabola thus lies above the true band, by a fraction of about \(\theta^2/12\) of the true energy.

Take \(\theta=\pi/6=0.5236\). The true rise is \(2(1-\cos\theta)=0.2679\) eV, and the parabola gives \(\theta^2=0.2742\) eV. The excess is 2.3 % of the true rise, in agreement with \(\theta^2/12=2.3\,\%\).

This can be expressed through the filling of the band. In a ring of \(N\) atoms the allowed \(k\) are \(2\pi/(Na)\) apart, and each holds two electrons of opposite spin. Filling all states with \(|k|<k_F\) takes

\[
2\times\frac{2k_F}{2\pi/(Na)}=\frac{2k_FaN}{\pi}
\]

electrons, or \(2k_Fa/\pi\) per atom. The value \(k_Fa=\pi/6\) corresponds to one electron for every three atoms. For much smaller fillings the parabola is a good description of all occupied states.

### 11. The velocity operator

So far \(m^*\) is a name for a curvature. To show that it acts as an inertia, apply a constant force \(F\) along the chain and find the acceleration. Time is called \(\tau\), since \(t\) is taken.

Let \(T\) shift the electron by one atom, \(T|n\rangle=|n+1\rangle\). On an infinite chain its adjoint shifts it back, \(T^\dagger|n\rangle=|n-1\rangle\). Take the position operator to be diagonal in the orbitals, \(x|n\rangle=na|n\rangle\); this neglects matrix elements of position between different atoms. The force has potential energy \(-Fx\), so

\[
H=\varepsilon-t(T+T^\dagger)-Fx .
\]

The commutator of \(x\) and \(T\) follows by acting on an orbital:

\[
xT|n\rangle=(n+1)a|n+1\rangle,\qquad
Tx|n\rangle=na|n+1\rangle .
\]

The difference is \(a|n+1\rangle=aT|n\rangle\). The same steps for the backward shift give the opposite sign:

\[
[x,T]=aT,\qquad [x,T^\dagger]=-aT^\dagger .
\]

The Heisenberg equation for an operator \(A\) without explicit time dependence is \(dA/d\tau=(i/\hbar)[H,A]\). For \(A=x\), the terms \(\varepsilon\) and \(-Fx\) commute with \(x\), and the hopping remains:

\[
v=\frac{dx}{d\tau}
=-\frac{it}{\hbar}\left([T,x]+[T^\dagger,x]\right)
=-\frac{it}{\hbar}\left(-aT+aT^\dagger\right)
=\frac{ita}{\hbar}\,(T-T^\dagger).
\]

To see what this means for a Bloch wave, apply \(T\) to \(|k\rangle=\sum_n e^{ikna}|n\rangle\). Every term moves one atom to the right, and relabelling the sum gives \(T|k\rangle=e^{-ika}|k\rangle\). Similarly \(T^\dagger|k\rangle=e^{ika}|k\rangle\). Since \(e^{-ika}-e^{ika}=-2i\sin ka\), the velocity in this state is

\[
v(k)=\frac{ita}{\hbar}(-2i\sin ka)=\frac{2ta}{\hbar}\sin ka
=\frac1\hbar\frac{dE}{dk}.
\]

### 12. The acceleration

Apply the Heisenberg equation to \(v\). The shifts \(T\) and \(T^\dagger\) commute with each other, so the hopping part of \(H\) commutes with \(v\). The force term remains:

\[
\frac{dv}{d\tau}=-\frac{iF}{\hbar}[x,v]
=-\frac{iF}{\hbar}\,\frac{ita}{\hbar}\left([x,T]-[x,T^\dagger]\right).
\]

Here \(-i\times i=1\), and the bracket equals \(aT+aT^\dagger\). Therefore

\[
\frac{dv}{d\tau}=\frac{ta^2}{\hbar^2}\,F\,(T+T^\dagger).
\]

For wave number \(k\) the sum \(T+T^\dagger\) has the value \(2\cos ka\), and the acceleration is

\[
\frac{2ta^2\cos ka}{\hbar^2}\,F=\frac{F}{m^*}\cos ka .
\]

Near \(k=0\) the cosine is close to 1 and the electron obeys Newton's law with mass \(m^*\). At \(ka=\pi/2\) the acceleration vanishes, and near the band top it is opposite to the force.

The force also changes \(k\). The Heisenberg equation for \(T\) is

\[
\frac{dT}{d\tau}=-\frac{iF}{\hbar}[x,T]=-\frac{iFa}{\hbar}T,
\qquad\text{so}\qquad T(\tau)=e^{-iFa\tau/\hbar}\,T(0).
\]

Because \(T\) has the value \(e^{-ika}\) in a Bloch wave, this says that \(ka\) increases by \(Fa\tau/\hbar\). For an electron that starts near \(k=0\), Newton's law with the constant mass \(m^*\) holds as long as this increase is small compared with 1.

### 13. A packet under a force

Start a normalized packet at rest, with real, positive amplitudes \(c_n\) that vary slowly from atom to atom, and let \(g=\sum_n c_{n+1}c_n\). At the start both \(T\) and \(T^\dagger\) have the mean value \(g\), so the mean velocity is zero. With \(\omega=Fa/\hbar\), the mean of \(T+T^\dagger\) at time \(\tau\) is \(2g\cos\omega\tau\), and the mean acceleration is \((F/m^*)\,g\cos\omega\tau\). Integrating twice gives the displacement

\[
\Delta x=\frac{F}{m^*}\,g\,\frac{1-\cos\omega\tau}{\omega^2}
\approx\frac{F\tau^2}{2m^*}\,g\left(1-\frac{(\omega\tau)^2}{12}\right).
\]

For a free particle \(\Delta x=F\tau^2/2m\). A mass read from the displacement through this relation exceeds \(m^*\) slightly when \(\omega\tau\) is small, since \(g\) and the bracket are then both just below 1.

A numerical experiment shows the size of the effect. A Gaussian packet with an rms width of 9.0 nm in probability is placed at rest in the middle of an open chain of 400 atoms. The force is 0.0030 eV/nm and acts for 60 fs. The Hamiltonian matrix, including \(-Fx\), is diagonalized, and each eigenstate in the packet is given its phase factor \(e^{-iE\tau/\hbar}\). The centre of the packet moves by 2.242 nm, and \(\omega\tau=0.0820\).

To express the mass in units of \(m_e\), use \(\tau/\hbar=\omega\tau/(Fa)\) in \(m=F\tau^2/(2\Delta x)\):

\[
\frac{m}{m_e}=\frac{(\hbar^2/m_e)(\omega\tau)^2}{2\,\Delta x\,F a^2}
=\frac{0.0762\times0.0820^2}{2\times2.242\times0.0030\times0.090}
=0.423 .
\]

With unrounded inputs the value is 0.42363, which is 0.07 % above the 0.42333 of the formula. The two corrections account for this. The bracket contributes \((0.0820)^2/12=0.056\,\%\). For a Gaussian of width \(\sigma\) much larger than \(a\), the sum for \(g\) can be replaced by an integral, which gives \(g=e^{-a^2/8\sigma^2}\). With \(\sigma/a=30\) this lies \(1/7200=0.014\,\%\) below 1. Together they make 0.070 %.

### 14. The sign of the hopping

Suppose the matrix element between neighbours is \(+t\) instead of \(-t\). The amplitude equation becomes

\[
Ec_n=\varepsilon c_n+t(c_{n+1}+c_{n-1}).
\]

Reverse the sign of every second orbital by writing \(c_n=(-1)^nd_n\). Both neighbours of atom \(n\) carry the factor \((-1)^{n\pm1}=-(-1)^n\). After division by \((-1)^n\),

\[
Ed_n=\varepsilon d_n-t(d_{n+1}+d_{n-1}),
\]

which is the original equation. The energies and the curvature at the bottom are the same as before. The lowest state has equal \(d_n\), hence alternating \(c_n\), and lies at \(k=\pi/a\). This is why the mass of this chain depends only on the magnitude of the hopping. The argument needs every hop to lead from an even to an odd atom. It fails when all signs are reversed in a chain that also has second-neighbour hopping, and in lattices with odd rings: on a triangular lattice, reversing the sign doubles the mass at the band bottom. A ring of 400 atoms with the reversed sign, treated as in Section 8, again gives \(0.42334\,m_e\). The number of atoms must be even for the alternation to close on itself.

For s orbitals the negative sign is the natural one. If two neighbouring orbitals have the same sign where they overlap, and the potential there is attractive, the product of the two orbitals and the potential is negative, and so is its contribution to the matrix element. This argument concerns atomic orbitals before they are made orthogonal, since two orbitals of the same sign cannot be orthogonal. For two hydrogen 1s orbitals the element between the orthogonalized orbitals is also negative, but there the negative sign comes from the kinetic part, and the potential part is positive.

### 15. Hopping to second neighbours

Let the electron also hop two atoms away, with matrix element \(-t_2\). The amplitude equation gains the term \(-t_2(c_{n+2}+c_{n-2})\), and for a Bloch wave

\[
E(k)=\varepsilon-2t\cos ka-2t_2\cos2ka .
\]

Two derivatives of \(\cos2ka\) bring down \(-4a^2\), so

\[
\left.\frac{d^2E}{dk^2}\right|_{k=0}=2ta^2+8t_2a^2,
\qquad
m^*=\frac{\hbar^2}{2(t+4t_2)a^2}.
\]

The factor 4 is the square of the doubled hopping distance. For \(t_2>0\) both cosine terms are lowest at \(k=0\), and the bottom stays there. With \(t_2=0.10\) eV,

\[
\frac{m^*}{m_e}=\frac{0.0762}{2\times1.4\times0.090}=0.302 .
\]

A second hopping of one tenth of the first thus lowers the mass by 29 %. If \(t_2\) is negative, the mass rises, and it diverges when \(t+4t_2\) reaches zero. Beyond that point \(k=0\) is no longer a minimum.

### 16. Orbitals that overlap

Atomic orbitals on neighbouring atoms are in general not orthogonal. Let \(\langle n|n\pm1\rangle=s\) with \(0<s<1/2\), and let more distant overlaps vanish. Projection on \(\langle n|\) now gives extra terms on the energy side:

\[
\varepsilon c_n-t(c_{n+1}+c_{n-1})=E\left[c_n+s(c_{n+1}+c_{n-1})\right].
\]

With a Bloch wave and \(u=\cos ka\),

\[
E=\frac{\varepsilon-2tu}{1+2su}.
\]

The condition \(s<1/2\) keeps the denominator, which is the norm of the wave per atom, positive for all \(k\). The quotient rule gives

\[
\frac{dE}{du}=\frac{-2t(1+2su)-2s(\varepsilon-2tu)}{(1+2su)^2}
=-\frac{2(t+s\varepsilon)}{(1+2su)^2},
\]

because the terms \(-4tsu\) and \(+4tsu\) cancel. If \(t+s\varepsilon>0\), the energy falls as \(u\) rises, and the bottom is at \(u=1\), that is, at \(k=0\). There \(du/dk=0\) and \(d^2u/dk^2=-a^2\), so the curvature is \(-a^2\,dE/du\) at \(u=1\). This gives

\[
m^*=\frac{\hbar^2(1+2s)^2}{2(t+s\varepsilon)a^2}.
\]

It may seem odd that \(\varepsilon\) enters, since the zero of energy is arbitrary. Adding a constant \(\Delta\) to \(H\) changes \(\varepsilon\) to \(\varepsilon+\Delta\). It also changes the neighbour element from \(-t\) to \(-t+s\Delta\), so \(t\) becomes \(t-s\Delta\). The sum \(t+s\varepsilon\) is unchanged. With overlap, \(t\) alone has no meaning until the zero of energy is stated.

For \(s=0.10\) and the values of the example,

\[
\frac{m^*}{m_e}=\frac{0.0762\times1.2^2}{2\times1.1\times0.090}=0.554 ,
\]

which is 31 % above the orthonormal value for the same \(t\) and \(\varepsilon\). The percentage depends on \(\varepsilon\) as well as on \(s\): with the same \(t\) and \(\varepsilon=0\) it would be 44 %. A hopping energy taken from a calculation with overlapping orbitals should therefore not be put into \(\hbar^2/2ta^2\) without this correction.

### 17. From the chain to a film

In a simple cubic lattice of s orbitals with the same hopping along all three axes, the amplitude equation has one pair of neighbours per axis, and

\[
E=\varepsilon-2t(\cos k_xa+\cos k_ya+\cos k_za).
\]

The second derivative along each axis at the bottom is again \(2ta^2\), and the mixed derivatives vanish. The mass is \(\hbar^2/2ta^2\) in every direction.

An amorphous film lacks the translation symmetry on which \(k\) rests, so it has no band \(E(k)\) to differentiate, and the formula does not strictly apply. One part of the argument survives. In the two-atom picture of Section 2, the hopping between s orbitals does not depend on the direction of the bond, so a spread of bond angles at fixed distance between neighbouring atoms leaves each \(t\) unchanged. A spread of distances does change it. Unchanged nearest-neighbour hoppings do not imply an unchanged mass. Bending a chain into a zigzag with a bond angle of 120° shortens each step along the axis to \(a\sin60^\circ\) and multiplies the mass along the axis by \(4/3\), and bond angles also set the distances, and hence the hoppings, to second neighbours. Disorder tends to localize the states at the very bottom of the band first: in a chain whose hoppings are spread by ±5 %, the lowest state covers about twenty atoms, whether the chain has 400 or 40 000. For states near the band bottom that still extend over many atoms, \(\hbar^2/2ta^2\), with typical values of \(t\) and \(a\), can serve as a rough estimate of the scale of the mass, but it is not a derived value. Where disorder localizes these states, an effective mass no longer describes their motion. The numerical factor also depends on the number \(z\) of neighbours, which is six in the simple cubic lattice and may differ in the film. For the simple, body-centred and face-centred cubic lattices and the diamond lattice, with \(a\) the nearest-neighbour distance, the mass is \(3\hbar^2/(zta^2)\).
